# Choosing Mesh Step and Energy Threshold in a Numerov–Cooley Level Search: a numerical check

```python
"""Numerov-Cooley search for bound levels of -psi''/(2 mu) + V psi = E psi.

Result under test, on a uniform mesh of step h with psi = 0 at both ends:
  w_i = 1 - h^2 2 mu (V_i - E)/12,   Y_i = w_i psi_i,
  R   = defect of the Numerov equation at the matching point m,
  dE  = -R Y_m / (2 mu h^2 sum psi_i^2)   is the exact Newton step for R(E),
so the iteration is quadratic; with psi_m in place of Y_m a linear tail of
ratio 1 - 1/w_m remains. The converged level has the step error
  E_h - E = -(h^4/(480 mu)) int (psi''')^2 dr / int psi^2 dr + O(h^6).
Model: Morse potential V = D (1 - exp(-a (r - r_e)))^2, atomic units.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigvalsh
from scipy.special import eval_genlaguerre

MU, DEPTH, A, R_E = 1000.0, 0.15, 1.0, 2.0
R_MIN, R_MAX = 0.6, 8.6
TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100


def morse(r):
    return DEPTH * (1 - math.exp(-A * (r - R_E))) ** 2


def morse_level(v):
    omega = A * math.sqrt(2 * DEPTH / MU)
    return omega * (v + 0.5) - (omega * (v + 0.5)) ** 2 / (4 * DEPTH)


def mesh_potential(h):
    n = round((R_MAX - R_MIN) / h)
    return [morse(R_MIN + i * h) for i in range(n + 1)]


def coefficients(V, h, mu, E):
    """Numerov weights w_i and recursion factors 2 + g_i."""
    c = 2 * mu * h * h
    w = [1 - c * (x - E) / 12 for x in V]
    d = [2 + c * (x - E) / wi for x, wi in zip(V, w)]
    return w, d


def count_below(V, h, mu, E):
    """Sign changes of the outward solution over the whole mesh."""
    d = coefficients(V, h, mu, E)[1]
    before, now, changes = 0.0, 1.0, 0
    for i in range(1, len(V) - 1):
        before, now = now, d[i] * now - before
        if (now < 0) != (before < 0):
            changes += 1
    return changes


def shoot(V, h, mu, E, m=None):
    """Match both solutions with Y_m = 1; return m, R, sum psi^2, psi, w_m.

    Without a given m, the outermost maximum of Y is used, but never a point
    to the left of the potential minimum.
    """
    n = len(V) - 1
    w, d = coefficients(V, h, mu, E)
    y = [0 * h] * (n + 1)
    y[n - 1] = 1 + 0 * h
    if m is None:
        i, i_min = n - 1, V.index(min(V))
        while i > i_min:
            y[i - 1] = d[i] * y[i] - y[i + 1]
            if y[i - 1] < y[i]:
                break
            i -= 1
        m = i
    else:
        for i in range(n - 1, m, -1):
            y[i - 1] = d[i] * y[i] - y[i + 1]
    right = [x / y[m] for x in y[m:]]
    left = [0 * h, 1 + 0 * h]
    for i in range(1, m):
        left.append(d[i] * left[i] - left[i - 1])
    Y = [x / left[m] for x in left[:m]] + right
    residual = Y[m + 1] - d[m] * Y[m] + Y[m - 1]
    psi = [x / wi for x, wi in zip(Y, w)]
    return m, residual, sum(p * p for p in psi), psi, w[m]


def find_level(V, h, mu, v, lo, hi):
    """Isolate level v by counting, then apply bracketed Newton steps."""
    n_lo, n_hi = count_below(V, h, mu, lo), count_below(V, h, mu, hi)
    assert n_lo <= v < n_hi, "level not inside the search interval"
    bisections = 0
    while n_lo < v or n_hi > v + 1:
        mid = (lo + hi) / 2
        number = count_below(V, h, mu, mid)
        bisections += 1
        if number <= v:
            lo, n_lo = mid, number
        else:
            hi, n_hi = mid, number
    bracket, E, trace = (lo, hi), (lo + hi) / 2, []
    for _ in range(60):
        m, residual, norm, psi, _w = shoot(V, h, mu, E)
        step = -residual / (2 * mu * h * h * norm)
        trace.append((E, m, residual, norm, step))
        if abs(step) < 1e-9:
            return E + step, psi, trace, bracket, bisections
        if count_below(V, h, mu, E) <= v:
            lo = E
        else:
            hi = E
        E = E + step if lo < E + step < hi else (lo + hi) / 2
    raise RuntimeError("no convergence")


# ---- levels and counts against diagonalization of the Numerov matrix ----
h = 0.02
V = mesh_potential(h)
size = len(V) - 2
second = -2 * np.eye(size) + np.eye(size, k=1) + np.eye(size, k=-1)
mass = np.eye(size) + second / 12
hamiltonian = -np.linalg.solve(mass, second) / (2 * MU * h * h)
hamiltonian += np.diag(V[1:-1])
matrix_levels = eigvalsh((hamiltonian + hamiltonian.T) / 2)
assert min(coefficients(mesh_potential(0.04), 0.04, MU, 0.0)[0]) > 0
for energy in np.linspace(0.003, 0.147, 25):
    assert count_below(V, h, MU, energy) == np.sum(matrix_levels < energy)
largest = 0.0
for v in range(13):
    level = find_level(V, h, MU, v, 0.0, DEPTH)[0]
    largest = max(largest, abs(level - matrix_levels[v]))
    assert count_below(V, h, MU, level - 1e-8) == v
    assert count_below(V, h, MU, level + 1e-8) == v + 1
assert largest < 1e-11

V_STATE = 5
exact = morse_level(V_STATE)
E5, _, trace, bracket, bisections = find_level(V, h, MU, V_STATE, 0.0, DEPTH)
for shift in (-4, 4):
    E = E5 + 1e-4
    for _ in range(6):
        _, res, norm, _, _ = shoot(V, h, MU, E, trace[-1][1] + shift)
        E -= res / (2 * MU * h * h * norm)
    assert abs(E - E5) < 1e-11

print(f"mu = {MU:.0f} m_e, D = {DEPTH} hartree, a = {A} /bohr, r_e = {R_E} bohr")
print(f"mesh from {R_MIN} to {R_MAX} bohr; search step h = {h} bohr")
print(f"smallest w_i at h = 0.04 bohr, E = 0: "
      f"{min(coefficients(mesh_potential(0.04), 0.04, MU, 0.0)[0]):.4f}")
print(f"largest |search - matrix| for v = 0..12: {largest:.1e} hartree")
print(f"v = {V_STATE}: {bisections} bisections isolate "
      f"[{bracket[0]:.8f}, {bracket[1]:.8f}] hartree")
print("iteration: E/hartree, r_m/bohr, R, sum psi^2, dE/hartree (Y_m = 1)")
for j, (E, m, res, norm, step) in enumerate(trace):
    print(f"  {j}: {E:.12f} {R_MIN + m * h:.2f} {res:.6e} {norm:.6f} {step:.6e}")
print(f"converged E_h = {E5:.12f} hartree = {E5 * TO_CM:.4f} cm^-1")
print(f"Morse formula E = {exact:.12f} hartree = {exact * TO_CM:.4f} cm^-1")

# ---- continuum limit: correction from the kink, by an adaptive solver ----
h_fine = 0.005
E_trial = exact + 0.002
m, res, norm, _, _ = shoot(mesh_potential(h_fine), h_fine, MU, E_trial)
mesh_step = -res / (2 * MU * h_fine ** 2 * norm)
r_m = R_MIN + m * h_fine


def radial(r, y):
    return [y[1], 2 * MU * (morse(r) - E_trial) * y[0], y[0] ** 2]


slopes, integrals = [], []
for start, slope in ((R_MIN, 1.0), (R_MAX, -1.0)):
    end = solve_ivp(radial, (start, r_m), [0.0, slope, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    slopes.append(end[1] / end[0])
    integrals.append(abs(end[2]) / end[0] ** 2)
kink_step = (slopes[0] - slopes[1]) / (2 * MU * sum(integrals))
assert abs(mesh_step / kink_step - 1) < 2e-3
print(f"trial E + 0.002 hartree, h = {h_fine} bohr: mesh dE = {mesh_step:.7e}, "
      f"kink dE = {kink_step:.7e} hartree")

# ---- iteration order in 200-digit arithmetic on a coarse mesh ----
mp.mp.dps = 200
hq, depth_q, mu_q = mp.mpf(4) / 100, mp.mpf(15) / 100, mp.mpf(1000)
Vq = [depth_q * (1 - mp.exp(-(mp.mpf(6) / 10 + i * hq - 2))) ** 2
      for i in range(201)]
start = mp.mpf(exact) + mp.mpf(2) / 1000
m_fixed = shoot(Vq, hq, mu_q, start)[0]
cq = 2 * mu_q * hq ** 2


def iterate(use_psi_weight, steps):
    energies = [start]
    for _ in range(steps):
        _, r, s, _, wm = shoot(Vq, hq, mu_q, energies[-1], m_fixed)
        step = -r / (cq * s)
        energies.append(energies[-1] + (step / wm if use_psi_weight else step))
    return energies


newton = iterate(False, 11)
root = newton[-1]
err_y = [E - root for E in newton]
err_psi = [E - root for E in iterate(True, 14)]
tiny = mp.mpf(10) ** -60
plus = shoot(Vq, hq, mu_q, start + tiny, m_fixed)
minus = shoot(Vq, hq, mu_q, start - tiny, m_fixed)
slope_fd = (plus[1] - minus[1]) / (2 * tiny)
slope_formula = cq * shoot(Vq, hq, mu_q, start, m_fixed)[2]
assert abs(slope_fd / slope_formula - 1) < mp.mpf(10) ** -40
at_root = shoot(Vq, hq, mu_q, root, m_fixed)
norm_slope = (shoot(Vq, hq, mu_q, root + tiny, m_fixed)[2]
              - shoot(Vq, hq, mu_q, root - tiny, m_fixed)[2]) / (2 * tiny)
constant = norm_slope / (2 * at_root[2])
observed = err_y[5] / err_y[4] ** 2
assert abs(observed / constant - 1) < 1e-10
order = mp.log(abs(err_y[5] / err_y[4])) / mp.log(abs(err_y[4] / err_y[3]))
assert abs(order - 2) < 1e-3
tail = err_psi[12] / err_psi[11]
tail_formula = 1 - 1 / at_root[4]
assert abs(tail / tail_formula - 1) < 1e-10

print(f"h = 0.04 bohr, fixed r_m = {R_MIN + m_fixed * 0.04:.2f} bohr, "
      f"root = {mp.nstr(root, 13)} hartree")
print(f"dR/dE at the first trial energy: difference {mp.nstr(slope_fd, 10)}, "
      f"formula {mp.nstr(slope_formula, 10)} /hartree")
print("iteration error in hartree: weight Y_m, weight psi_m")
for j in range(6):
    print(f"  {j}: {mp.nstr(err_y[j], 5)}  {mp.nstr(err_psi[j], 5)}")
print(f"observed order, weight Y_m: {mp.nstr(order, 8)}")
print(f"e_5/e_4^2 = {mp.nstr(observed, 8)}, N'/(2N) = "
      f"{mp.nstr(constant, 8)} /hartree")
print(f"w_m = {mp.nstr(at_root[4], 8)}; linear ratio, weight psi_m: "
      f"{mp.nstr(tail, 8)}, 1 - 1/w_m = {mp.nstr(tail_formula, 8)}")


# ---- step error against the coefficient from analytic Morse functions ----
def analytic_state(v, r):
    """Unnormalized Morse function and its third derivative."""
    lam = math.sqrt(2 * MU * DEPTH) / A
    s = lam - v - 0.5
    x = np.exp(-A * (r - R_E))
    z = 2 * lam * x
    log_envelope = s * np.log(z) - z / 2
    envelope = np.exp(log_envelope - log_envelope.max())
    lag = eval_genlaguerre(v, 2 * s, z)
    lag_slope = -eval_genlaguerre(v - 1, 2 * s + 1, z) if v > 0 else 0 * z
    psi = envelope * lag
    dpsi = -A * envelope * ((s - z / 2) * lag + z * lag_slope)
    K = 2 * MU * (DEPTH * (1 - x) ** 2 - morse_level(v))
    dK = 4 * MU * DEPTH * A * x * (1 - x)
    return psi, dK * psi + K * dpsi


steps = [0.04, 0.02, 0.01, 0.005]
levels = []
for h in steps:
    E, psi_mesh, _, _, _ = find_level(mesh_potential(h), h, MU, V_STATE,
                                      0.0, DEPTH)
    levels.append(E)
errors = [E - exact for E in levels]
orders = [math.log2(errors[j] / errors[j + 1]) for j in range(3)]
assert abs(orders[0] - 4) < 0.5 and abs(orders[2] - 4) < 0.03
richardson = (16 * levels[3] - levels[2]) / 15
assert abs(richardson - exact) < 0.05 * abs(errors[3])

r = R_MIN + steps[-1] * np.arange(len(psi_mesh))
psi_true = analytic_state(V_STATE, r)[0]
psi_mesh = np.array(psi_mesh)
psi_true = psi_true / math.sqrt(np.sum(psi_true ** 2) * steps[-1])
psi_mesh = psi_mesh / math.sqrt(np.sum(psi_mesh ** 2) * steps[-1])
psi_mesh *= np.sign(np.dot(psi_mesh, psi_true))
deviation = np.max(np.abs(psi_mesh - psi_true))
assert deviation < 1e-5

print(f"v = {V_STATE}: h/bohr, E_h/hartree, (E_h - E)/hartree, observed order")
for j, h in enumerate(steps):
    shown = f"{orders[j - 1]:.4f}" if j else "-"
    print(f"  {h:.3f} {levels[j]:.12f} {errors[j]:.5e} {shown}")
print(f"Richardson from the last two: {richardson:.12f} hartree, "
      f"error {richardson - exact:.1e} hartree")
print(f"largest wave-function deviation at h = 0.005: {deviation:.1e} bohr^-1/2")
print("v: (E_h - E)/h^4 at h = 0.01, predicted, both in hartree/bohr^4")
fine_r = np.linspace(R_MIN, R_MAX, 8001)
for v in (0, 5, 10):
    psi, third = analytic_state(v, fine_r)
    predicted = -np.sum(third ** 2) / np.sum(psi ** 2) / (480 * MU)
    E = find_level(mesh_potential(0.01), 0.01, MU, v, 0.0, DEPTH)[0]
    measured = (E - morse_level(v)) / 0.01 ** 4
    assert abs(measured / predicted - 1) < 0.02
    print(f"  {v}: {measured:.6f} {predicted:.6f}")

print("finished without a failed check")
```

Output:

```
mu = 1000 m_e, D = 0.15 hartree, a = 1.0 /bohr, r_e = 2.0 bohr
mesh from 0.6 to 8.6 bohr; search step h = 0.02 bohr
smallest w_i at h = 0.04 bohr, E = 0: 0.6266
largest |search - matrix| for v = 0..12: 1.7e-15 hartree
v = 5: 4 bisections isolate [0.07500000, 0.08437500] hartree
iteration: E/hartree, r_m/bohr, R, sum psi^2, dE/hartree (Y_m = 1)
  0: 0.079687500000 3.10 -1.311105e-02 35.819581 4.575380e-04
  1: 0.080145037959 3.12 2.249026e-04 37.114713 -7.574578e-06
  2: 0.080137463382 3.12 9.607386e-08 37.083024 -3.238472e-09
  3: 0.080137460143 3.12 1.632028e-14 37.083011 -5.501265e-16
converged E_h = 0.080137460143 hartree = 17588.1395 cm^-1
Morse formula E = 0.080137794416 hartree = 17588.2129 cm^-1
trial E + 0.002 hartree, h = 0.005 bohr: mesh dE = -1.5897436e-03, kink dE = -1.5897220e-03 hartree
h = 0.04 bohr, fixed r_m = 3.16 bohr, root = 0.08013240617755 hartree
dR/dE at the first trial energy: difference 103.4150486, formula 103.4150486 /hartree
iteration error in hartree: weight Y_m, weight psi_m
  0: 0.0020054  0.0020054
  1: 0.00047305  0.00047772
  2: 2.1203e-5  2.2842e-5
  3: 3.9546e-8  1.0327e-7
  4: 1.3707e-13  2.6017e-10
  5: 1.6467e-24  6.531e-13
observed order, weight Y_m: 2.0000005
e_5/e_4^2 = 87.644684, N'/(2N) = 87.644684 /hartree
w_m = 1.0025166; linear ratio, weight psi_m: 0.0025102754, 1 - 1/w_m = 0.0025102754
v = 5: h/bohr, E_h/hartree, (E_h - E)/hartree, observed order
  0.040 0.080132406178 -5.38824e-06 -
  0.020 0.080137460143 -3.34273e-07 4.0107
  0.010 0.080137773562 -2.08542e-08 4.0026
  0.005 0.080137793113 -1.30280e-09 4.0007
Richardson from the last two: 0.080137794417 hartree, error 6.3e-13 hartree
largest wave-function deviation at h = 0.005: 1.6e-07 bohr^-1/2
v: (E_h - E)/h^4 at h = 0.01, predicted, both in hartree/bohr^4
  0: -0.019718 -0.019713
  5: -2.085421 -2.084168
  10: -4.903814 -4.899470
finished without a failed check
```
